# Richardson constants of silicon (100) and (111) from ellipsoidal valleys

## Question

I am trying to obtain the Richardson constant for electrons passing from n-type silicon into a metal. For free electrons I can derive

$$J=A_0T^2e^{-\phi_B/kT},\qquad A_0=\frac{4\pi q m_0k^2}{h^3}.$$

For silicon I have six ellipsoidal valleys on the cube axes, with $m_l=0.98\,m_0$ and $m_t=0.19\,m_0$. I integrate the normal velocity times the Boltzmann factor over all states with $k_n>0$, where $n$ is the direction towards the metal, and add the valleys.

For a (100) face this gives about $2.1A_0$, the value I was told to expect. For a (111) face I get $1.68A_0$, but I was told it should be near $2.2A_0$. What goes wrong when the valley is tilted, and what is the right mass for an arbitrary orientation? I would also like to know how far to trust the result for a real contact.

## Answer

Your half-space is wrong. An electron leaves if its **velocity** points towards the metal, and in a tilted ellipsoid $v_n>0$ is not the same condition as $k_n>0$. I derive the mass with the correct condition first, and then show where 1.68 comes from.

### Setting up one valley

Let $q>0$ be the elementary charge and $J$ the magnitude of the one-way current density. Measure $\mathbf k$ from the valley minimum and $E$ from the band edge at the top of the barrier. For a parabolic valley with mass tensor $M$ and inverse $W=M^{-1}$,

$$E=\frac{\hbar^2}{2}\,\mathbf k\cdot W\mathbf k,\qquad v_n=\frac1\hbar\frac{\partial E}{\partial k_n}.$$

The barrier top lies $\phi_B\gg kT$ above the Fermi level, so the occupation is $f=e^{-(\phi_B+E)/kT}$. I assume that outgoing electrons have this equilibrium distribution, that none return, and that the metal accepts each one. With two spins,

$$J=\frac{2q}{(2\pi)^3}\int_{v_n>0}v_n f\,d^3k .$$

Write $\mathbf k=\mathbf p+k_n\mathbf n$, with $\mathbf p$ in the plane of the contact. Split $W$ into its transverse block $W_{pp}$, the column $\mathbf b=W_{pn}$ and the number $W_{nn}$. Completing the square in $k_n$ gives

$$E=\frac{\hbar^2}{2}\left[W_{nn}\left(k_n+\frac{\mathbf b\cdot\mathbf p}{W_{nn}}\right)^2+\mathbf p\cdot S\mathbf p\right],\qquad S=W_{pp}-\frac{\mathbf b\mathbf b^{T}}{W_{nn}} .$$

Differentiation gives $v_n=\hbar W_{nn}(k_n+\mathbf b\cdot\mathbf p/W_{nn})$. The velocity therefore changes sign at $k_n=-\mathbf b\cdot\mathbf p/W_{nn}$, where the energy has its minimum for that $\mathbf p$, and not at $k_n=0$.

The matrix $S$ has a simple inverse. Two blocks of $MW=1$ read

$$M_{pp}W_{pp}+M_{pn}\mathbf b^T=1,\qquad M_{pp}\mathbf b+M_{pn}W_{nn}=0 .$$

The second gives $M_{pn}=-M_{pp}\mathbf b/W_{nn}$. Put into the first, this gives $M_{pp}S=1$. Hence

$$E_{\min}(\mathbf p)=\frac{\hbar^2}{2}\,\mathbf p\cdot M_{pp}^{-1}\mathbf p .$$

### Doing the integrals

At fixed $\mathbf p$ we have $v_n\,dk_n=dE/\hbar$, and the outgoing branch runs from $E_{\min}$ to infinity:

$$\int_{v_n>0}v_ne^{-E/kT}dk_n=\frac1\hbar\int_{E_{\min}}^\infty e^{-E/kT}dE=\frac{kT}{\hbar}e^{-E_{\min}(\mathbf p)/kT}.$$

The remaining integral is a two-dimensional Gaussian:

$$\int d^2p\,\exp\left(-\frac{\hbar^2\,\mathbf p\cdot M_{pp}^{-1}\mathbf p}{2kT}\right)=\frac{2\pi kT}{\hbar^2}\sqrt{\det M_{pp}} .$$

Define $m_R=\sqrt{\det M_{pp}}$. Collecting factors and using $\hbar^3=h^3/8\pi^3$,

$$J=\frac{2q}{8\pi^3}\,\frac{kT}{\hbar}\,\frac{2\pi kT}{\hbar^2}\,m_R\,e^{-\phi_B/kT}
=\frac{4\pi q k^2m_R}{h^3}T^2e^{-\phi_B/kT}.$$

So each valley contributes $A_0m_R/m_0$. To express $m_R$ through the principal masses, note that an element of an inverse matrix is a cofactor divided by the determinant: $W_{nn}=\det M_{pp}/\det M$. If $l_1,l_2,l_3$ are the direction cosines of $\mathbf n$ on the principal axes, then $W_{nn}=l_1^2/m_1+l_2^2/m_2+l_3^2/m_3$, and

$$\boxed{m_R=\sqrt{l_1^2m_2m_3+l_2^2m_3m_1+l_3^2m_1m_2}}$$

This is the Richardson mass of the valley. For equal masses it reduces to $m$, since $\sum l_i^2=1$. For a normal along axis 1 it is $\sqrt{m_2m_3}$: the mass along the direction of emission drops out. A heavier normal mass puts more states in each energy interval, but makes them slower in the same proportion.

There is a geometric reading. The values of $\mathbf p$ with $E_{\min}(\mathbf p)\le E$ form the shadow of the constant-energy ellipsoid on the contact plane, an ellipse of area

$$\mathcal A(E)=\frac{2\pi m_RE}{\hbar^2}.$$

The current counts this shadow. As a test on a tilted ellipsoid, take masses 0.3, 0.7 and 1.4 $m_0$ and a normal along (1,2,3). The formula gives

$$m_R=m_0\sqrt{\frac{0.98+4(0.42)+9(0.21)}{14}}=0.5701\,m_0 .$$

Direct summation of the defining integral over wavevectors also gives 0.5701, and the measured area of the shadow gives 0.5700.

### Where your 1.68 comes from

In principal axes put $k_i=\sqrt{m_i}\,s_i$. The energy becomes $\hbar^2s^2/2$, which is isotropic in $\mathbf s$, and $d^3k=\sqrt{\det M}\,d^3s$. The two quantities in question are

$$v_n=\hbar\,\mathbf a\cdot\mathbf s,\quad a_i=\frac{l_i}{\sqrt{m_i}};\qquad k_n=\mathbf c\cdot\mathbf s,\quad c_i=l_i\sqrt{m_i}.$$

Integrating $\mathbf s$ with an isotropic weight over a half-space gives a vector along the axis of that half-space, with a length that does not depend on the axis. With $v_n>0$ the axis is $\mathbf a$, and the flux is proportional to $\sqrt{\det M}\,|\mathbf a|=m_R$. With $k_n>0$ the axis is $\mathbf c$, and the flux is proportional to

$$\sqrt{\det M}\,\frac{\mathbf a\cdot\mathbf c}{|\mathbf c|}=\sqrt{\frac{\det M}{\mathbf n\cdot M\mathbf n}},$$

because $\mathbf a\cdot\mathbf c=\sum l_i^2=1$. For silicon (111) this gives

$$6\sqrt{\frac{0.98(0.19)^2}{(0.98+2\times0.19)/3}}=1.676,$$

which is your number. Since $|\mathbf a||\mathbf c|\ge\mathbf a\cdot\mathbf c=1$, your condition can never give too large a current. The two results agree when $\mathbf a$ and $\mathbf c$ are parallel, as they are for a normal along a principal axis. On a (100) face this holds for all six valleys, so the error stayed hidden there.

### Silicon (100) and (111)

On a (100) face, two valleys have their long axis along the normal and give $m_t$ each. The other four have a transverse axis along the normal and give $\sqrt{m_lm_t}=0.4315\,m_0$ each:

$$\frac{A^*_{100}}{A_0}=\frac{2m_t+4\sqrt{m_lm_t}}{m_0}=0.380+1.726=2.106 .$$

On a (111) face all $l_i^2=1/3$, and the six valleys are equivalent:

$$\frac{A^*_{111}}{A_0}=\frac{6}{m_0}\sqrt{\frac{m_t^2+2m_lm_t}{3}}=6(0.3690)=2.214 .$$

With $A_0=120.2$ A cm⁻² K⁻², the constants are 253 and 266 A cm⁻² K⁻².

Direct wavevector sums give 2.1078 and 2.2140. The small excess for (100) is a grid error. The integrand $\max(v_n,0)$ has a kink parallel to the grid planes, and for $\int_0^\infty se^{-s^2/2}ds=1$ the midpoint rule with step $\delta$ errs by $+\delta^2/24$ to leading order. The step used was $\delta=0.14$ in thermal units, so the error is 0.08%, as seen.

These two faces are the extremes. If $x_i=n_i^2$ are the squared components of the normal on the cube axes, the sum is $2\sum_i g(x_i)/m_0$ with

$$g(x)=\sqrt{x\,m_t^2+(1-x)m_lm_t},\qquad x_1+x_2+x_3=1 .$$

The root of a linear function is concave. The sum is therefore largest when the $x_i$ are equal, which is (111). Concavity also gives $g(x_i)\ge x_ig(1)+(1-x_i)g(0)$. Adding the three inequalities gives $\sum g(x_i)\ge g(1)+2g(0)$, the (100) value.

You may wonder how a cubic crystal can have a direction-dependent constant when its low-field conductivity is isotropic. The sum of $m_R^2$ over the valleys is indeed isotropic, equal to $2(m_t^2+2m_lm_t)$, but the current adds the square roots. The spread here is 5%. It vanishes for $m_l=m_t$, and for $m_l\gg m_t$ the ratio of the (111) to the (100) constant tends to $6\sqrt{2/3}/4=\sqrt{3/2}$.

### A contact at 300 K

Take a barrier of 0.70 eV and a doping of $10^{16}$ cm⁻³, both rough typical values. In the bulk the Fermi level lies 0.205 eV below the band edge, so an electron must climb a further $U=0.495$ eV. If it climbs without scattering, its transverse wavevector is conserved, and it crosses if $E-E_{\min}(\mathbf p)>U$, with $E$ now measured from the bulk band edge. The lower limit of the energy integral moves up by $U$, which multiplies the flux by $e^{-U/kT}$ and leaves $m_R$ unchanged. The two energies add up to $\phi_B$. The depletion layer is about 250 nm wide, several mean free paths or more, so real electrons do scatter on the way up. The result then rests on the assumption that the outgoing electrons at the top keep their equilibrium distribution, which is examined below.

With $kT=25.85$ meV,

$$J_{100}=253.1\,(300)^2e^{-0.70/0.02585}\approx4.0\times10^{-5}\ \text{A cm}^{-2},$$

and $J_{111}\approx4.2\times10^{-5}$ A cm⁻². At 400 K, with the barrier and masses held fixed, the (100) value rises to $6.1\times10^{-2}$ A cm⁻². The factor $T^2$ supplies 1.8 of this increase, and the exponential supplies the rest.

The prefactor matters little when a barrier is extracted from a current, because $\phi_B=kT\ln(A^*T^2/J)$. Using $A_0$ in place of $A^*_{100}$ lowers the extracted barrier by $kT\ln2.106=19$ meV. Confusing the two faces shifts it by 1.3 meV.

### How far to trust it

**Image force.** In the depletion approximation the interface field at zero bias is $F=\sqrt{2qNV_{bi}/\epsilon_s}=0.039$ MV/cm, with $V_{bi}=0.495$ V and relative permittivity 11.7. This is about 0.13 of a rough breakdown field of 0.3 MV/cm. The potential energy $-q^2/(16\pi\epsilon_sx)-qFx$ has its maximum at $x_m=\sqrt{q/(16\pi\epsilon_sF)}=2.8$ nm, and the barrier drops by $2qFx_m=22$ meV. If 0.70 eV is the barrier before lowering, the current grows by a factor 2.3. If $\phi_B$ already means the true maximum, this factor must not be applied again.

**Tunnelling and reflection.** A WKB estimate for the rounded barrier, with a parabola for energies above its top, changes the current over that same lowered barrier by a factor of about 1.04 on both faces. This figure covers only the smooth top. Within about a nanometre of the metal the parameter $|d(1/k)/dx|$ approaches or exceeds 1 for the light normal masses, WKB fails, and the electron is partly reflected. For an abrupt step the transmission is $4v_sv_M/(v_s+v_M)^2$, with $v\propto\sqrt{E/m}$ on each side. An electron of mass $0.19\,m_0$ and energy $kT$ entering a free-electron metal whose band bottom lies 6.2 eV lower has transmission 0.45 if no transverse wavevector is carried. On (100) the four valleys with this normal mass carry the transverse wavevector of the valley minimum, which takes about 3.7 eV from the normal energy in such a metal and raises the figure to 0.61. The two valleys without it have normal mass $0.98\,m_0$ and give 0.23. Solving the one-dimensional Schrödinger equation through the whole image-rounded barrier gives a thermally averaged factor of about 0.3 to 0.5 for normal masses $1/W_{nn}$ of 0.19 to 0.26 $m_0$ (the latter is the (111) value) and free-electron metals 6 to 12 eV deep. The spread comes mainly from the depth and less from where the image potential is joined to the metal. Averaged over the valleys of a face, with the transverse valley wavevector kept, the factor is about 0.35 to 0.6. If the image well is simply cut off at 0.3 to 0.7 eV with the mass unchanged, it is about 0.55 to 0.7 for these masses and 0.73 to 0.8 for $0.98\,m_0$. These are envelope-function models of an interface that really needs atomic wavefunctions, so the value is uncertain, but in all of them reflection is a large loss and not a 4% gain. This holds for light doping at 300 K. The WKB factor for normal masses 0.26 and 0.19 $m_0$ grows to about 1.25 and 1.35 at $10^{17}$ cm⁻³ and to about 4 and 6 at $10^{18}$ cm⁻³, where tunnelling outweighs the losses and pure thermionic emission no longer describes the contact.

**Supply by diffusion.** Let $n_0=N_ce^{-\phi_B/kT}$ be the equilibrium density at the top and $n_m$ the density of a full Maxwellian whose outgoing half supplies the emission. Emission removes $J=qv_Rn_m$, with $v_R=A^*T^2/(qN_c)=5.0\times10^6$ cm/s for (100). Drift and diffusion through the layer obey $J=\mu n\,dE_F/dx$, where $E_F(x)$ is the quasi-Fermi level. Multiplying by $e^{E_c/kT}$ and integrating up to the top gives

$$J\int e^{-(E_{\max}-E_c)/kT}dx=\mu kT(n_0-n_m).$$

For a linear band edge the integral is $kT/(qF)$, so $J=q\mu F(n_0-n_m)$. Eliminating $n_m$,

$$J=\frac{qn_0v_R}{1+v_R/(\mu F)} .$$

This leaves out the flux from the metal, and it identifies $n_m$ with the drift-diffusion density. That is an approximation: if nothing came back, only the outgoing half would be present and the true density would be $n_m/2$. The identification is consistent when the metal's flux is kept and the net current is small against the one-way fluxes. With its return flux $qv_Rn_0$ included, and a bias $V$ that raises the supply to $n_0e^{qV/kT}$, the same steps give the net current, which is this expression times $e^{qV/kT}-1$, so the reduction factor is unchanged in form. With a rough mobility of 1200 cm²/Vs the reduction factor is 0.90. Image rounding of the top lengthens the integral from 6.6 to 8.8 nm and gives 0.88, and forward bias, which weakens the field, lowers the factor further. Drift-diffusion with constant mobility is doubtful here: the band edge drops by $kT$ over 6.6 nm, much less than the mean free path of about 44 nm found below, and $\mu F=4.7\times10^7$ cm/s exceeds the rough saturated velocity of $10^7$ cm/s. Putting the saturated velocity in its place gives 0.67. Neither figure is a bound. A classical trajectory model with isotropic scattering at the mean free path implied by this mobility does not fix the value either. With elastic scattering it gives 0.66 if the reservoir is placed at the edge of the depletion layer and less if it is placed deeper, and it gives about 0.9 if half the collisions can remove 60 meV.

**Phonon return.** An electron scattered between the barrier top and the metal may go back. With a rough mean free path of 6 nm, the chance of crossing 2.8 nm unscattered along the normal is $e^{-2.8/6}=0.63$. This is not the fraction that arrives, since most scattered electrons still reach the metal: in a classical trajectory model with elastic, isotropic scattering about 19% return. A path of 6 nm is also short for thermal electrons. For a constant path $\mu=4q\lambda/(3\sqrt{2\pi mkT})$, so 1200 cm²/Vs with $m=0.26\,m_0$ means $\lambda\approx44$ nm, and then about 3% return. Both percentages are only indicative, because the wavelength of an electron with energy $kT$ (about 8 to 18 nm for these masses) is longer than the 2.8 nm region, where a classical trajectory has little meaning. This overlaps with the diffusion estimate, so the two factors should not simply be multiplied.

**Band shape and occupation.** Exchanging the order of integration gives $J=\frac{2q}{8\pi^3\hbar}\int\mathcal A(E)f\,dE$. For a band with $E(1+\alpha E)=\frac{\hbar^2}{2}\mathbf k\cdot W\mathbf k$, the shadow area is proportional to $E+\alpha E^2$, and the current gains a factor $1+2\alpha kT=1.026$ for a rough $\alpha=0.5$ eV⁻¹. Fermi statistics at the barrier top lowers the current by a relative $e^{-\phi_B/kT}/4\sim4\times10^{-13}$.

**Masses.** With $m_l=0.92\,m_0$ and $m_t$ unchanged, the ratios become 2.05 and 2.15. They are more sensitive to $m_t$: with $m_l=0.98\,m_0$ and $m_t=0.20\,m_0$ they become 2.17 and 2.28. The input masses therefore support "near 2.1 and 2.2", and no finer digits.

For real n-type silicon contacts, a rough working value of the effective constant is 110 A cm⁻² K⁻², less than half of the ideal 253. All three assumptions made at the start are doubtful here: that the outgoing electrons keep their equilibrium density, that none return, and that the metal accepts each one. At this doping the diffusion estimates above lower the constant by roughly 10 to 35% (more in the elastic model with a deeper reservoir), phonon return by a few per cent to about 20%, and quantum reflection at the interface by roughly 20 to 70% in simple models. These three act in the right direction, but they are too rough to establish the value or to divide the loss among them. A constant read from a plot of $\ln(J/T^2)$ against $1/T$ also absorbs effects outside this model. A barrier $\phi_B=\phi_0+\beta T$ multiplies it by $e^{-q\beta/k}$, which is 0.31 for $\beta=+10^{-4}$ V/K and above 1 for negative $\beta$. A Gaussian spread of barrier heights of 40 meV lowers it to about a third in a fit over 250 to 400 K. Taken together, these corrections are larger than the 5% difference between the faces, so that difference cannot be read off a single contact without controlling them.

One further condition applies if the interface conserves the transverse wavevector, as an ordered interface does up to a surface reciprocal vector; a rough or disordered one need not. The metal must then have states at the electron's full transverse wavevector, including that of the valley minimum. This is nonzero for all six valleys on (111) and for four of the six on (100). In a free-electron band this wavevector costs about 3.7 eV on (100) and 2.5 eV on (111). If such states are missing or poorly matched, the current falls below the formula; on (100), blocking the four valleys would leave $0.380/2.106=18\%$ of it. For emission into vacuum the free-electron states outside impose their own limit on the transverse wavevector, and this $A^*$ should not be used.

The numerical output below lists the values used here, apart from the interface-reflection figures, the tunnelling factors at higher doping, the diffusion factor for the rounded top, the trajectory-model figures, the ratios for $m_t=0.20\,m_0$, and the figures in the last two paragraphs.

## Table of computed values

```
longitudinal, transverse mass: 0.98, 0.19 m0
temperature: 300 K; kT: 25.85 meV
barrier: 0.70 eV; doping: 1.0e+16 cm^-3
relative permittivity: 11.7
free Richardson constant A0: 120.17 A/cm2K2
test ellipsoid masses 0.3, 0.7, 1.4 m0, normal along (1,2,3)
  mR formula: 0.5701 m0; quadrature: 0.5701 m0
  shadow/(2 pi), hbar=m0=E=1: 0.5700
(100) mR, each of 2 valleys: 0.1900 m0
(100) mR, each of 4 valleys: 0.4315 m0
(111) mR, each of 6 valleys: 0.3690 m0
(100) A*/A0 formula: 2.1060; quadrature: 2.1078
(100) A*: 253.1 A/cm2K2
(100) saturation current: 3.963e-05 A/cm2
(111) A*/A0 formula: 2.2140; quadrature: 2.2140
(111) A*: 266.1 A/cm2K2
(111) saturation current: 4.166e-05 A/cm2
(111) A*/A0 if k_n>0 is wrongly used: 1.6761
barrier error if A0 replaces A*(100): 19.3 meV
barrier shift (111) against (100): 1.29 meV
neglected effects, this contact at zero bias
Nc: 2.832e+19 cm^-3; Ec-EF in bulk: 0.205 eV
built-in voltage: 0.495 V; depletion width: 253 nm
interface field: 0.0391 MV/cm
field / rough breakdown field 0.3 MV/cm: 0.13
image lowering: 21.9 meV; top at 2.80 nm
current factor, image lowering: 2.34
WKB factor, tunnelling+reflection (100): 1.044
WKB factor, tunnelling+reflection (111): 1.038
emission velocity (100): 5.02e+06 cm/s
rough mobility: 1200 cm2/Vs; mu*F: 4.69e+07 cm/s
diffusion factor with mu*F: 0.90
diffusion factor with rough v_sat 1e+07 cm/s: 0.67
phonon factor, rough path 6 nm: 0.63
non-parabolic factor, rough alpha 0.5/eV: 1.026
degeneracy correction at the top: 4.3e-13
A*/A0 with m_l=0.92 m0: (100) 2.052, (111) 2.151
(100) current at 400 K, same barrier: 6.13e-02 A/cm2
```
